\section*{Finding All Roots of the Quasiparticle Equation with a Pole Self-Energy}

\section{Five starts, two roots}

An orbital of energy $e=-8$ eV is coupled to four poles of a self-energy. The poles divide the energy axis into five intervals. Newton's method, started once in the middle of each interval (the two outer ones cut off at $-30.2$ and $22.2$ eV), converges all five times, yet it delivers two different roots: one start ends at $-14.52$ eV and the other four at $-7.44$ eV. The equation has five roots. The converged residuals give no signal that three are missing.

The equation is the pole condition of the Dyson equation for a single orbital,
\begin{equation}
G(\omega)=\frac{1}{\omega-e-\Sigma(\omega)},\qquad
\Sigma(\omega)=\sum_{k=1}^{M}\frac{g_k^2}{\omega-p_k}.
\label{model}
\end{equation}
Here $\Sigma$ is the diagonal element of the self-energy, with coupling to other orbitals neglected. Any energy-independent part of it is included in $e$. The poles $p_1<\dots<p_M$ are real and distinct, and the couplings $g_k$ are real and nonzero. Energies are in eV. The example uses round model parameters,
\[
p=(-20,\,-14,\,6,\,12),\qquad g=(3,\,2,\,2,\,3),
\]
with $e=-8$ (case A, away from the poles) or $e=-13.5$ (case B, half an eV from a pole).

\section{How many roots there are}

To know whether a search has missed something, one needs the number of roots in advance. Define
\begin{equation}
f(\omega)=\omega-e-\Sigma(\omega),\qquad
f'(\omega)=1-\Sigma'(\omega)=1+\sum_k\frac{g_k^2}{(\omega-p_k)^2}>1 .
\label{slope}
\end{equation}
The roots of $f$ are the poles of $G=1/f$. Just above a pole $p_k$ the term $g_k^2/(\omega-p_k)$ tends to $+\infty$, so $f\to-\infty$; just below a pole $f\to+\infty$. Far from all poles $\Sigma\to0$ and $f$ follows $\omega-e$. In each of the $M+1$ intervals $f$ therefore rises from $-\infty$ to $+\infty$. Being continuous and strictly increasing there, it vanishes once.

Complex roots are excluded by a degree count. Multiply $f$ by all the denominators:
\begin{equation}
P(\omega)=(\omega-e)\prod_k(\omega-p_k)-\sum_k g_k^2\prod_{l\ne k}(\omega-p_l).
\label{poly}
\end{equation}
This polynomial has degree $M+1$. At a pole all terms but one vanish, leaving $P(p_k)=-g_k^2\prod_{l\neq k}(p_k-p_l)\neq0$, so the multiplication has created no false roots. The $M+1$ real roots already found exhaust the degree. All of them are simple, and they interlace with the poles.

The assumptions on the poles matter for the count. Two coincident poles act as one pole with the summed $g^2$ and must be merged; a pole with $g_k=0$ must be dropped. If the poles are complex, or merge into a continuous cut, the argument based on a real increasing function does not apply.

\section{What linearization gets right and wrong}

The cheapest search expands the self-energy about the orbital energy, $\Sigma(\omega)\approx\Sigma(e)+\Sigma'(e)(\omega-e)$. Inserting this in $\omega-e=\Sigma(\omega)$ and collecting the terms in $\omega-e$ gives
\begin{equation}
\omega_{\rm lin}=e+Z(e)\Sigma(e),\qquad Z(e)=\frac{1}{1-\Sigma'(e)} .
\label{lin}
\end{equation}
In case A the distances from $e$ to the poles are $12$, $6$, $-14$ and $-20$, so
\[
\Sigma(e)=\frac{9}{12}+\frac{4}{6}-\frac{4}{14}-\frac{9}{20}=0.681,
\qquad
\omega_{\rm lin}=-8+0.822\times0.681=-7.440 .
\]
The root is at $-7.435$ eV. In case B the same formula gives $-13.5+0.0580\times8.827=-12.99$ eV, while the root in that interval is at $-11.47$ eV. The true shift is $2.03$ eV, and linearization supplies $0.51$ eV of it.

The difference between the cases follows from the Taylor remainder. Let $\omega_*$ be the root in the same interval as $e$, and $d=\omega_*-e$. No pole lies between them, so for some $\xi$ between $e$ and $\omega_*$
\begin{align}
d=\Sigma(\omega_*)&=\Sigma(e)+\Sigma'(e)\,d+\tfrac12\Sigma''(\xi)\,d^2,\nonumber\\
d&=Z(e)\Sigma(e)+\tfrac12 Z(e)\Sigma''(\xi)\,d^2,\nonumber\\
\omega_{\rm lin}-\omega_*&=-\tfrac12 Z(e)\Sigma''(\xi)\,d^2 .
\label{linerr}
\end{align}
The second line moves $\Sigma'(e)d$ to the left and divides by $1-\Sigma'(e)$; the third subtracts $d$ from $Z(e)\Sigma(e)$. Since $\Sigma'''=-6\sum_k g_k^2/(\omega-p_k)^4<0$, the second derivative decreases across an interval, and its values at $e$ and $\omega_*$ enclose $\Sigma''(\xi)$. For case A this confines the error to between $-0.0055$ and $-0.0041$ eV; it is $-0.0050$ eV. For case B the limits are $-7.6$ and $-0.06$ eV, around an actual error of $-1.51$ eV. Such a wide range says that the curvature changes greatly between $e$ and the root. The error itself is the product of the three factors in \eqref{linerr}. From case A to case B, $d^2$ grows from $0.32$ to $4.1$ eV$^2$ while $Z(e)$ falls from $0.822$ to $0.058$, and these two changes nearly cancel. The error is larger because of the curvature: the value of $\Sigma''(\xi)$ implied by \eqref{linerr} rises from $0.038$ to $12.7$ per eV.

The limit of an orbital approaching a pole shows the failure in its purest form. Keep one pole and put $e=p+x$. Then $\Sigma(e)=g^2/x$, $Z(e)=x^2/(x^2+g^2)$, and
\[
\omega_{\rm lin}-e=\frac{x\,g^2}{x^2+g^2}\;\longrightarrow\;0\quad(x\to0).
\]
At $x=0$ the equation reads $(\omega-p)^2=g^2$, so the roots are at $p\pm g$. The level has split in two, and linearization predicts no shift at all.

\section{Newton's method and where it goes}

At $\omega=e$ we have $f(e)=-\Sigma(e)$ and $f'(e)=1/Z(e)$, so \eqref{lin} is the first step of Newton's iteration
\begin{equation}
\omega_{n+1}=\omega_n-\frac{f(\omega_n)}{f'(\omega_n)}
\label{newton}
\end{equation}
started at $e$. The natural repair is to continue. Let $\delta_n=\omega_n-\omega_*$, with no pole between $\omega_n$ and $\omega_*$. Expanding about $\omega_n$,
\[
0=f(\omega_*)=f(\omega_n)-f'(\omega_n)\delta_n+\tfrac12f''(\xi)\delta_n^2 .
\]
Dividing by $f'(\omega_n)$ gives $f/f'=\delta_n-\tfrac12(f''/f')\delta_n^2$. With $f''=-\Sigma''$, the new error $\delta_{n+1}=\delta_n-f/f'$ is
\begin{equation}
\delta_{n+1}=-\frac{\Sigma''(\xi)}{2f'(\omega_n)}\,\delta_n^2
\;\approx\;-\tfrac12 Z_*\Sigma''(\omega_*)\,\delta_n^2 ,
\qquad Z_*=\frac1{f'(\omega_*)},
\label{quad}
\end{equation}
where the last form holds close to the root. In case B the coefficient is $-0.147$ per eV. The fourth iterate has error $-1.6\times10^{-3}$ eV, so the next should have $-0.147\times(1.6\times10^{-3})^2\approx-3.8\times10^{-7}$ eV, as it does. Newton started at $e$ thus cures the poor linearized value of case B in six steps. In case A three steps suffice.

This repairs one root in the two cases shown, without a guarantee. For $e=0$, $p=(-1,\,0.3)$, $g=(1,\,0.01)$ the first step from $e$ goes to $0.50$ eV, across the pole at $0.3$ eV, and the iteration ends at $0.618$ eV in the next interval. Here the root left behind, at $0.2998$ eV, has weight $Z_*=4.5\times10^{-4}$ and the root reached has $0.72$, so the interval of $e$ need not hold the strongest root. For the other roots the start must be placed elsewhere, and there too the step can leave the interval. Take case A and the midpoint $9$ eV of the interval between $6$ and $12$:
\begin{align*}
\Sigma(9)&=\frac{9}{29}+\frac{4}{23}+\frac{4}{3}-\frac{9}{3}=-1.18,
& f(9)&=9+8+1.18=18.18,\\
f'(9)&=1+\frac{9}{29^2}+\frac{4}{23^2}+\frac{4}{9}+\frac{9}{9}=2.46,
& \omega_1&=9-\frac{18.18}{2.46}=1.6 .
\end{align*}
The iterate has jumped over the pole at $6$ eV. The tangent does not know that $f$ plunges to $-\infty$ on the way to that pole. Rearranging \eqref{newton}, a step from $\omega$ lands at $e+[\Sigma(\omega)-(\omega-e)\Sigma'(\omega)]/[1-\Sigma'(\omega)]$, which is near $e$ where $\Sigma$ and $(\omega-e)\Sigma'$ are both small. The step above lands almost $10$ eV from $e$, but inside the wide interval between $-14$ and $6$ eV. Of 2000 evenly spaced starts between $-30.2$ and $22.2$ eV, all converge, 1738 of them to the root at $-7.44$ eV. These are all the starts inside that wide interval and most of those outside it. Only 961 end at the root of the interval in which they began.

\section{Why weak satellites are the hardest to hit}

The trouble grows as a pole becomes weakly coupled. Single out one pole $p$ with coupling $g$, let $\Sigma_{\rm o}$ be the contribution of the others, and write $\omega=p+x$. For small $|x|$,
\begin{equation}
f\approx c-\frac{g^2}{x},\qquad f'\approx\frac{g^2}{x^2},\qquad
c=p-e-\Sigma_{\rm o}(p).
\label{near}
\end{equation}
The terms dropped are the slow variation $x(1-\Sigma_{\rm o}'(p))$ in $f$ and its slope in $f'$. We assume $c\neq0$. The root next to the pole, called a satellite when its weight is small, is then at
\begin{equation}
x_*=\frac{g^2}{c},\qquad Z\approx\frac{1}{f'(p+x_*)}\approx\frac{x_*^2}{g^2}=\frac{g^2}{c^2}.
\label{sat}
\end{equation}
The approximation is consistent if $g^2(1-\Sigma'_{\rm o}(p))/c^2\ll1$, which makes the neglected slope small at $x_*$, and if $|x_*|$ is small compared with the distance to the other poles. The sign of $c$ decides on which side of the pole the satellite sits.

Newton's step in this region is
\[
x_{\rm new}=x-\Bigl(c-\frac{g^2}{x}\Bigr)\frac{x^2}{g^2}=2x-\frac{x^2}{x_*},
\]
and subtracting $x_{\rm new}/x_*$ from one completes a square:
\begin{equation}
1-\frac{x_{\rm new}}{x_*}=\Bigl(1-\frac{x}{x_*}\Bigr)^2 .
\label{basin}
\end{equation}
The relative distance from the satellite is squared at each step. It shrinks if $0<x/x_*<2$ and grows outside that window, until the iterate leaves the region where \eqref{near} holds. For $|x|\ll|x_*|$ the step merely doubles the distance from the pole, so a start very close to a pole also costs many steps.

Reduce the coupling at $6$ eV in case A to $g=0.1$ eV. Then $c=14.95$ eV and $x_*=0.01/14.95=6.69\times10^{-4}$ eV. The window is $1.3\times10^{-3}$ eV wide, in an interval of $6$ eV. Starts at $0.1x_*$ and $1.9x_*$ find the satellite; starts at $2.1x_*$ and $-0.1x_*$ do not. Its weight is $4.5\times10^{-5}$. A finer grid of starts is therefore an expensive remedy: the spacing that guarantees a start inside the window shrinks as $g^2$, and a coarser grid can miss the satellite without any sign of failure.

\section{Using the poles as fences}

What Newton lacks is knowledge of the interval, and the representation \eqref{model} supplies it. The poles are the ends of the inner intervals. There $f$ need not be evaluated, since its signs are known: negative just above a pole, positive just below. Two outer ends remain to be found. Let $S=\sum_kg_k^2$ and take
\begin{equation}
a=\min(e,p_1)-2\sqrt S,\qquad b=\max(e,p_M)+2\sqrt S .
\label{ends}
\end{equation}
At $b$ we have $b-e\ge2\sqrt S$ and every $b-p_k\ge2\sqrt S$, hence $\Sigma(b)\le S/(2\sqrt S)=\tfrac12\sqrt S$ and $f(b)\ge\tfrac32\sqrt S>0$. The same estimate with signs reversed gives $f(a)\le-\tfrac32\sqrt S<0$. In case A, $S=26$ and the ends are $-30.2$ and $22.2$ eV.

Bisection within these brackets cannot miss a root. It also comes with an error bound. By the mean value theorem $f(\omega)=f'(\zeta)(\omega-\omega_*)$ for some $\zeta$ between $\omega$ and the root of the same interval, and $f'>1$, so
\begin{equation}
|\omega-\omega_*|\le|f(\omega)| .
\label{cert}
\end{equation}
The residual is itself a bound on the error in energy, apart from rounding. The defect of bisection is speed: for $|f|\le10^{-10}$ eV it needs between 37 and 41 points per root in case A.

The remaining design question is when to trust a Newton step inside a bracket. Requiring that the trial stay inside protects against jumps, but sets no minimum rate of progress. A second requirement, that the residual at least halve, does. For each interval, starting from its midpoint:
\begin{enumerate}
\item Replace the lower end of the bracket by $\omega$ if $f(\omega)<0$, otherwise the upper end.
\item Compute the Newton trial \eqref{newton}. If it lies strictly inside the bracket, evaluate $f$ there.
\item If $|f|$ has at least halved, accept the trial as the new $\omega$.
\item Otherwise use the trial, if it was evaluated, to tighten the bracket, and take the midpoint as the new $\omega$.
\item Stop when $|f|$ is below the tolerance or the bracket has shrunk to rounding level.
\end{enumerate}

Convergence has two cases. If step 4 occurs infinitely often, the bracket is halved infinitely often and closes on the root. If it occurs a finite number of times, then from some point on every step halves $|f|$, and \eqref{cert} forces $\omega\to\omega_*$. While Newton trials are being accepted close to the root, the errors follow \eqref{quad}.

The second stopping condition is there for weak satellites. At a root $f'=1/Z$, so a rounding error in $\omega$ appears in $f$ multiplied by $1/Z$. For a sufficiently small weight the tolerance on $f$ may be out of reach although $\omega$ is as accurate as the arithmetic permits.

In case A the safeguarded search evaluates $f$ at $9$, $9$, $4$, $10$ and $10$ points for the five roots, $42$ in total against $196$ for bisection. It also needs $f'$, which is built from the same differences $\omega-p_k$. The saving shrinks as a satellite weakens and can vanish. With the coupling at $6$ eV reduced to $0.03$ eV, the search for that root takes $22$ points against $48$ for bisection. At $0.01$ eV the tolerance on $f$ is not reached, the search ends by the second stopping condition, and it takes about as many points as bisection.

\section{Weights as an audit}

Each root carries a weight in $G$. By \eqref{poly}, $G=\prod_k(\omega-p_k)/P(\omega)$, where the numerator has lower degree than the denominator and the roots of $P$ are simple. Partial fractions then give a sum of simple poles. Near a root $f\approx f'(\omega_j)(\omega-\omega_j)$, which fixes the residues:
\begin{equation}
G(\omega)=\sum_{j=1}^{M+1}\frac{Z_j}{\omega-\omega_j},\qquad
Z_j=\frac{1}{1-\Sigma'(\omega_j)},\qquad 0<Z_j<1 .
\label{weights}
\end{equation}
Expand both forms of $G$ at large $\omega$. Since $\Sigma=S/\omega+O(\omega^{-2})$,
\begin{align*}
\frac{1}{\omega-e-\Sigma}&=\frac1\omega+\frac{e+\Sigma}{\omega^2}+\frac{(e+\Sigma)^2}{\omega^3}+\dots
=\frac1\omega+\frac{e}{\omega^2}+\frac{e^2+S}{\omega^3}+\dots,\\
\sum_j\frac{Z_j}{\omega-\omega_j}&=\frac{\sum_jZ_j}{\omega}+\frac{\sum_jZ_j\omega_j}{\omega^2}+\frac{\sum_jZ_j\omega_j^2}{\omega^3}+\dots
\end{align*}
Equal powers must agree:
\begin{equation}
\sum_jZ_j=1,\qquad \sum_jZ_j\omega_j=e,\qquad \sum_jZ_j\omega_j^2=e^2+S .
\label{sums}
\end{equation}

The meaning is clearest in an equivalent matrix problem. Let the orbital, with amplitude $u$, couple through $g_k$ to auxiliary levels at $p_k$ with amplitudes $v_k$:
\[
e\,u+\sum_kg_kv_k=\omega u,\qquad g_ku+p_kv_k=\omega v_k .
\]
If $u$ were zero, the second equation would allow one nonzero $v_k$ at most, because the $p_k$ are distinct, and the first would then require $g_kv_k=0$, a contradiction. So $u\ne0$, and $\omega\neq p_k$ because $g_ku\ne0$. Hence $v_k=g_ku/(\omega-p_k)$, and the first equation becomes $\omega=e+\Sigma(\omega)$. Normalization gives $u^2\bigl[1+\sum_kg_k^2/(\omega-p_k)^2\bigr]=1$, that is, $u^2=Z$. The weight is the share of the orbital in an eigenstate, and the shares of one orbital sum to one. Diagonalizing this matrix provides an independent numerical check of the roots and weights.

The complete results of the bracketed search are:
\begin{center}
\begin{tabular}{rrrr}
\multicolumn{2}{c}{Case A} & \multicolumn{2}{c}{Case B}\\
$\omega_j$ (eV) & $Z_j$ & $\omega_j$ (eV) & $Z_j$\\
$-20.766$ & $0.0608$ & $-21.314$ & $0.1587$\\
$-14.524$ & $0.0629$ & $-15.269$ & $0.2559$\\
$-7.435$ & $0.8363$ & $-11.474$ & $0.5618$\\
$6.262$ & $0.0167$ & $6.193$ & $0.0092$\\
$12.464$ & $0.0233$ & $12.363$ & $0.0144$
\end{tabular}
\end{center}

Because every weight is positive, a partial list of distinct roots must sum to less than one, and the deficit is the weight still missing. The two roots found by the five Newton runs of the opening carry $0.0629+0.8363=0.8992$, so a tenth of the orbital was unaccounted for. The sum exposes the loss that the converged residuals concealed. It is less sensitive to the weak satellite of weight $4.5\times10^{-5}$, which a loose tolerance on the sum would overlook; the count $M+1$ would not.

The weights also show what linearization does to the strength of a peak. In case A, $Z(e)=0.822$ is close to the weight $0.836$ of the root. In case B, $Z(e)=0.058$ stands against $0.562$, a tenfold underestimate, because the slope was taken half an eV from a pole instead of at the root.

The choice of search therefore depends on what is wanted. For the root in the interval of $e$ alone, linearization serves when $\Sigma''$ is small enough in \eqref{linerr}, and Newton from $e$ improves on it in both cases here. That root carries the largest weight in cases A and B, but not in general: a weakly coupled pole between $e$ and the strongest root leaves only a satellite on the side of $e$, as in the example with a pole at $0.3$ eV. For the whole of $G$, with its satellites, plain Newton gives no guarantee; a search confined between the poles does, and so does diagonalizing the equivalent matrix.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random models tested: 40, M from 1 to 10
largest root difference from diagonalization: 4.1e-11 eV
largest weight difference: 8.0e-12
largest deviation of weight sum from 1: 8.2e-12
poles (eV): -20.0 -14.0 6.0 12.0  couplings (eV): 3.0 2.0 2.0 3.0
case A: e = -8.0 eV, Sigma(e) = 0.6810 eV, Sigma'(e) = -0.2165
  root 1: -20.765918 eV, weight 0.060815
  root 2: -14.524016 eV, weight 0.062935
  root 3: -7.435205 eV, weight 0.836254
  root 4: 6.261611 eV, weight 0.016739
  root 5: 12.463528 eV, weight 0.023257
  sum of weights 1.0000000000, sum of Z*w -8.000000 eV
  linearized: -7.440245 eV, Z(e) = 0.8220, error -0.005041 eV
  error bounds: -0.005544 to -0.004143 eV
  quadratic error coefficient: -0.01321 per eV
  Newton 0: -8.000000 eV, error -5.6e-01 eV
  Newton 1: -7.440245 eV, error -5.0e-03 eV
  Newton 2: -7.435205 eV, error -3.4e-07 eV
  Newton 3: -7.435205 eV, error -8.9e-16 eV
case B: e = -13.5 eV, Sigma(e) = 8.8265 eV, Sigma'(e) = -16.2374
  root 1: -21.313812 eV, weight 0.158672
  root 2: -15.268707 eV, weight 0.255881
  root 3: -11.473544 eV, weight 0.561830
  root 4: 6.193223 eV, weight 0.009223
  root 5: 12.362839 eV, weight 0.014394
  sum of weights 1.0000000000, sum of Z*w -13.500000 eV
  linearized: -12.987941 eV, Z(e) = 0.0580, error -1.514397 eV
  error bounds: -7.631026 to -0.062206 eV
  quadratic error coefficient: -0.14670 per eV
  Newton 0: -13.500000 eV, error -2.0e+00 eV
  Newton 1: -12.987941 eV, error -1.5e+00 eV
  Newton 2: -12.175835 eV, error -7.0e-01 eV
  Newton 3: -11.575584 eV, error -1.0e-01 eV
  Newton 4: -11.475147 eV, error -1.6e-03 eV
  Newton 5: -11.473544 eV, error -3.8e-07 eV
  Newton 6: -11.473544 eV, error -2.0e-14 eV
case A, points evaluated for roots 1 to 5:
  safeguarded Newton: 9 9 4 10 10  total 42
  bisection: 40 38 37 40 41  total 196
outer bracket ends: -30.1980 and 22.1980 eV
  plain Newton from midpoint -25.0990 eV: root 2
  plain Newton from midpoint -17.0000 eV: root 3
  plain Newton from midpoint -4.0000 eV: root 3
  plain Newton from midpoint 9.0000 eV: root 3
  plain Newton from midpoint 17.0990 eV: root 3
plain Newton, 2000 even starts, hits on roots 1 to 5: 63 129 1738 34 36
  reached root of own interval: 961, unconverged: 0
distance factor of a Newton step 0.0001 eV above 6 eV: 1.99963
  weak satellite, start x/x* = 0.1: found = True
  weak satellite, start x/x* = 1.9: found = True
  weak satellite, start x/x* = 2.1: found = False
  weak satellite, start x/x* = -0.1: found = False
weak coupling 0.1 eV: c = 14.9538 eV, x* = 6.6872e-04 eV
  diagonalized offset 6.6869e-04 eV, weight 4.4712e-05
  predicted weight g^2/c^2 = 4.4719e-05
\end{verbatim}
